# Moreau-Yosida density-to-potential inversion and its Zhao-Morrison-Parr case

## The question

An electronic-structure calculation has delivered the density $\rho$ of an atom. Which local potential makes non-interacting electrons have this density in their ground state? That potential defines the Kohn-Sham orbitals and levels, but it is sensitive to small density errors, and some densities have no such potential.

Moreau-Yosida inversion replaces the question by one that always has an answer. It finds a nearby density that does have a potential, and reads that potential from the small difference between the two densities. The algebra uses atomic units.

## Densities, potentials and the norm

Place $N$ electrons, $N$ even, in a ball of radius $R$ with orbitals that vanish at its surface. Let $T_s[\sigma]$ be the least kinetic energy of a one-particle density matrix with density $\sigma$, trace $N$ and eigenvalues between 0 and 2 (spin is summed). If there is none, $T_s=+\infty$. Mixing two density matrices mixes their densities and kinetic energies linearly, so $T_s$ is convex.

For a charge distribution $s$ in the ball define

$$ (Js)(\mathbf r)=\int\frac{s(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad \|s\|^2=\int s\,Js\,d^3r . $$

Let $X$ be the space of charges with finite norm, and write $\langle w,s\rangle=\int ws\,d^3r$. Potentials carry the dual inner product

$$ (w,w')=\frac1{4\pi}\int\nabla w\cdot\nabla w'\,d^3r,\qquad \|w\|^2=(w,w), $$

taken over all space, with $w$ continued harmonically outside the ball. Since $\nabla^2Js=-4\pi s$, integration by parts gives

$$ (w,Js)=\langle w,s\rangle,\qquad \langle Js,s\rangle=\|s\|^2=\|Js\|^2 . \tag{1} $$

The second chain of equalities defines a duality map. Here the map is the Coulomb potential. The first relation also gives $|\langle w,s\rangle|\le\|w\|\,\|s\|$.

Choose a fixed guiding potential $v_0$, which may contain $-Z/r$, and set

$$G[\sigma]=T_s[\sigma]+\langle v_0,\sigma\rangle .$$

The target $\rho$ holds $N$ electrons. We seek a remainder $w$ of finite norm such that $\rho$ is a ground-state density of $v_0+w$:

$$ G[\tau]+\langle w,\tau\rangle\ge G[\rho]+\langle w,\rho\rangle\quad\text{for all }\tau. \tag{2} $$

Call the set of such remainders $W$.

## The proximal density

For $\varepsilon>0$ let $\sigma_\varepsilon$ minimise

$$ G[\sigma]+\frac1{2\varepsilon}\|\sigma-\rho\|^2 . \tag{3} $$

A minimiser exists. The nuclear attraction is bounded by a fraction of the kinetic energy plus a constant, so a minimising sequence has bounded kinetic energy. In a ball this makes a subsequence of density matrices converge without loss of electrons. The kinetic energy and the penalty cannot jump up in the limit, and the $v_0$ term converges. The same argument shows that $G$ is lower semicontinuous: if $\sigma_n\to\rho$ in norm, then $G[\rho]\le\liminf G[\sigma_n]$. The minimiser is unique because the penalty is strictly convex.

To find its potential, move towards any density $\tau$ by a fraction $t$: $\sigma_t=\sigma_\varepsilon+t(\tau-\sigma_\varepsilon)$. Convexity gives $G[\sigma_t]\le G[\sigma_\varepsilon]+t(G[\tau]-G[\sigma_\varepsilon])$, and

$$ \|\sigma_t-\rho\|^2=\|\sigma_\varepsilon-\rho\|^2+2t\langle J(\sigma_\varepsilon-\rho),\tau-\sigma_\varepsilon\rangle+t^2\|\tau-\sigma_\varepsilon\|^2 . $$

The value of (3) at $\sigma_t$ is not below its minimum. Subtract the minimum, divide by $t$ and let $t\to0$. With

$$ \boxed{w_\varepsilon=\frac{J(\sigma_\varepsilon-\rho)}{\varepsilon}} \tag{4} $$

the result is

$$ G[\tau]+\langle w_\varepsilon,\tau\rangle\ge G[\sigma_\varepsilon]+\langle w_\varepsilon,\sigma_\varepsilon\rangle . \tag{5} $$

Thus $\sigma_\varepsilon$ is a ground-state density of $v_0+w_\varepsilon$. Where it has too few electrons, $w_\varepsilon$ tends to be attractive and pulls them back.

Conversely, suppose $\sigma$ is a ground-state density of $v_0+w$ with $w=J(\sigma-\rho)/\varepsilon$. Convexity of the penalty gives

$$\frac{\|\tau-\rho\|^2}{2\varepsilon}\ge\frac{\|\sigma-\rho\|^2}{2\varepsilon}+\langle w,\tau-\sigma\rangle .$$

Adding the ground-state inequality $G[\tau]\ge G[\sigma]-\langle w,\tau-\sigma\rangle$ shows that $\sigma$ minimises (3). Solving the self-consistent orbital problem with ground-state filling is therefore equivalent to minimising (3).

## The potential as a gradient

Let $G_\varepsilon[\rho]$ be the minimum of (3). Using $\sigma_\varepsilon$ as a trial density for the target $\rho+\eta$ gives

$$ G_\varepsilon[\rho+\eta]\le G_\varepsilon[\rho]-\langle w_\varepsilon,\eta\rangle+\frac{\|\eta\|^2}{2\varepsilon}. $$

$G_\varepsilon$ is convex, since (3) is jointly convex in $\sigma$ and $\rho$. Hence $G_\varepsilon[\rho+\eta]\ge2G_\varepsilon[\rho]-G_\varepsilon[\rho-\eta]$. Applying the upper bound to $-\eta$ gives the matching lower bound, with $-\|\eta\|^2/(2\varepsilon)$. The gradient of $G_\varepsilon$ is therefore $-w_\varepsilon$. The regularised functional is differentiable even where $G$ is not.

## The limit

Suppose first that $W$ is not empty and take $w\in W$. Put $\tau=\sigma_\varepsilon$ in (2), $\tau=\rho$ in (5), and add. The values of $G$ cancel:

$$ \langle w-w_\varepsilon,\sigma_\varepsilon-\rho\rangle\ge0 . \tag{6} $$

By (4), $J(\sigma_\varepsilon-\rho)=\varepsilon w_\varepsilon$, so (1) turns (6) into

$$ \|w_\varepsilon\|^2\le(w,w_\varepsilon)\le\|w\|\,\|w_\varepsilon\| . $$

Two bounds follow:

$$ \|w_\varepsilon\|\le\|w\|,\qquad \|\sigma_\varepsilon-\rho\|=\varepsilon\|w_\varepsilon\|\le\varepsilon\|w\| . \tag{7} $$

Expanding the square and using $(w,w_\varepsilon)\ge\|w_\varepsilon\|^2$ gives

$$ \|w_\varepsilon-w\|^2=\|w_\varepsilon\|^2-2(w,w_\varepsilon)+\|w\|^2\le\|w\|^2-\|w_\varepsilon\|^2 . \tag{8} $$

For each $\tau$ with finite $G[\tau]$, condition (2) restricts $w$ to a closed half-space. $W$ is the intersection of these half-spaces, so it is closed and convex and has one element $w_*$ of least norm.

By (7) the $w_\varepsilon$ are bounded, so any sequence $\varepsilon\to0$ has a subsequence converging weakly to some $\bar w$. Since $\sigma_\varepsilon\to\rho$ in norm, $\langle w_\varepsilon,\tau-\sigma_\varepsilon\rangle\to\langle\bar w,\tau-\rho\rangle$. Lower semicontinuity of $G$ then turns (5) into (2), and $\bar w\in W$. A norm cannot jump up in a weak limit, so

$$ \|w_*\|\le\|\bar w\|\le\liminf\|w_\varepsilon\|\le\limsup\|w_\varepsilon\|\le\|w_*\| . $$

Thus $\|w_\varepsilon\|\to\|w_*\|$, and (8) with $w=w_*$ gives

$$ \boxed{\frac{J(\sigma_\varepsilon-\rho)}{\varepsilon}\longrightarrow w_*\quad\text{in norm as }\varepsilon\to0.} \tag{9} $$

If $\|w_\varepsilon\|$ stays bounded along some sequence, then $\|\sigma_\varepsilon-\rho\|=\varepsilon\|w_\varepsilon\|\to0$, and the same weak-limit argument produces an element of $W$. So if $W$ is empty, $\|w_\varepsilon\|\to\infty$.

In the opposite limit the guide takes over. Let $\sigma_0$ be a ground-state density of $v_0$. Since $G[\sigma_\varepsilon]\ge G[\sigma_0]$, minimality in (3) requires $\|\sigma_\varepsilon-\rho\|\le\|\sigma_0-\rho\|$. Then $\|w_\varepsilon\|\le\|\sigma_0-\rho\|/\varepsilon$, which vanishes as $\varepsilon\to\infty$.

## Other norms

Let $X$ be a reflexive, strictly convex space whose dual is uniformly convex, and let $G$ be convex and lower semicontinuous. The duality map is now the derivative of $\tfrac12\|x\|^2$ and may be nonlinear. The derivation of (5) needs only

$$\tfrac12\|x+t\eta\|^2=\tfrac12\|x\|^2+t\langle Jx,\eta\rangle+o(t).$$

From (6) and $\langle w_\varepsilon,\sigma_\varepsilon-\rho\rangle=\varepsilon\|w_\varepsilon\|^2$ one again obtains (7). The weak-limit argument is unchanged. Inequality (8) is replaced by the property that, in a uniformly convex space, weak convergence together with convergence of the norms implies norm convergence.

For the $p$-norm on lattice sites, with $p>1$, differentiation gives

$$ (Jx)_i=\|x\|_p^{2-p}|x_i|^{p-2}x_i , $$

and the dual norm has exponent $q=p/(p-1)$. The norm selects the additive constant of the potential. Take two electrons on four sites in a row, with hopping $t_h=1$ eV and site potentials $u=(0.1,-1,0.5,0.7)$ eV. Their ground-state density is the target $\rho$, and the guide is $v_0=0$, so $u$ has to be recovered up to a constant. Both electrons share one orbital with amplitudes $\sqrt{\sigma_i/2}$, so

$$G[\sigma]=-2t_h\sum_i\sqrt{\sigma_i\sigma_{i+1}} .$$

For $p=3$, $q=3/2$, the constant $c$ minimises $\sum_i|u_i+c|^{3/2}$, so

$$ \sum_i\operatorname{sgn}(u_i+c)\,|u_i+c|^{1/2}=0 . $$

The solution is $c=-0.159$ eV; the four terms are $-0.243$, $-1.077$, $0.584$ and $0.736$ in units of eV$^{1/2}$. The Euclidean norm would choose minus the mean, $-0.075$ eV. Direct numerical minimisation of (3) in the 3-norm gives potentials whose largest deviation from $u+c$ is 0.144, 0.020 and 0.002 eV at $\varepsilon=10^{-2}$, $10^{-3}$ and $10^{-4}$ eV$^{-1}$.

## The Zhao-Morrison-Parr potential

In the Coulomb norm put $\lambda=1/\varepsilon$. Equation (4) reads

$$ w_\varepsilon(\mathbf r)=\lambda\int\frac{\sigma_\varepsilon(\mathbf r')-\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r' . \tag{10} $$

This is the Zhao-Morrison-Parr correction potential. The method constrains the Coulomb self-energy of the density error to zero and enforces this by a penalty of growing strength $\lambda$.

The usual orbital equations also contain the Fermi-Amaldi potential of the current density $\sigma$. Splitting it as

$$ \left(1-\frac1N\right)J\sigma=\left(1-\frac1N\right)J\rho+\left(1-\frac1N\right)J(\sigma-\rho) $$

shows that the total potential is

$$ v_{\rm ext}+\left(1-\frac1N\right)J\rho+\left(\lambda+1-\frac1N\right)J(\sigma-\rho) . $$

This is the proximal problem with the fixed guide $v_0=v_{\rm ext}+(1-1/N)J\rho$ and

$$ \boxed{\frac1\varepsilon=\lambda+1-\frac1N .} \tag{11} $$

For $N=4$ and $\lambda=4$, $1/\varepsilon=4.75$. In the beryllium example below, using 4 instead changes the potential by up to 0.97 eV. The distinction loses importance as $\lambda$ grows.

## The constant, the tail and the nucleus

For a non-degenerate closed-shell ground state, two potentials with the same density share the same determinant. Subtracting their many-electron Schrödinger equations shows that the potentials differ by a constant wherever the determinant is non-zero. $W$ then consists of $w+c$.

A constant 1 inside the ball continues outside as $R/r$, so its norm is finite:

$$ \|1\|^2=\int_R^\infty r^2\frac{R^2}{r^4}dr=R . $$

Its source is a surface charge $R$. For spherical $w$, (1) gives $(w,1)=Rw(R)$. The least norm requires $(w_*,1)=0$, hence $w_*(R)=0$. Each $w_\varepsilon$ obeys the same condition, because $\sigma_\varepsilon$ and $\rho$ contain equal numbers of electrons.

If the true remainder falls as $1/r$, the limit is therefore $w-1/R$. The constant vanishes if $R\to\infty$ is taken after $\varepsilon\to0$. A guide with the right long-range tail avoids it.

A nucleus causes a different difficulty. The norm of $-Z/r$ outside a small radius $\delta$ contains

$$ \int_\delta r^2\frac{Z^2}{r^4}dr\sim\frac{Z^2}{\delta}, $$

which diverges as $\delta\to0$. The nuclear attraction must be in $v_0$. Otherwise $W$ is empty for an atomic density and $\|w_\varepsilon\|$ diverges.

An estimate for a uniform gas of density $n$ shows what is recovered slowly. Let $\chi(k)<0$ be its static density response. To first order $\sigma_\varepsilon-\rho=\chi(w_\varepsilon-w)$, while (4) gives $\sigma_\varepsilon-\rho=\varepsilon k^2w_\varepsilon/(4\pi)$. Equating them,

$$ w_\varepsilon(k)=\frac{w(k)}{1+\varepsilon k^2/(4\pi|\chi(k)|)} . $$

At large $k$ the energy denominator is $k^2/2$, an orbital changes by the fraction $-w/(k^2/2)$, and the density by twice that fraction. Thus $|\chi|\simeq4n/k^2$, and the correction in the denominator is $\varepsilon k^4/(16\pi n)$. Sharp features and regions of low density come last.

## Beryllium

The target is the beryllium density in the exchange-only local density approximation, without correlation or relativity. Its exchange potential is $v_x=-(3\rho/\pi)^{1/3}$. The Kohn-Sham potential is known here, so the error of the inversion can be read off. The ball has radius 15.875 Å. The 1s and 2s levels lie at $-103.22$ and $-4.63$ eV ($-0.1700$ hartree for 2s). The lowest 2p level is higher, at $-1.24$ eV, and 2p stays above 2s in all the guided inversions below, so s orbitals suffice.

The radial equations are solved by Legendre-Lobatto collocation. To find $w_\varepsilon$, let $E[v]$ be the non-interacting ground-state energy. For any $w$ and $\sigma$, $G[\sigma]\ge E[v_0+w]-\langle w,\sigma\rangle$. Since $a^2/(2\varepsilon)-a\|w\|\ge-\varepsilon\|w\|^2/2$ for $a=\|\sigma-\rho\|$, the minimum of (3) is at least

$$ E[v_0+w]-\langle w,\rho\rangle-\frac\varepsilon2\|w\|^2 , $$

with equality at $w_\varepsilon$. This concave expression is maximised by damped Newton steps. With $w=Js$, linearising $\sigma[w]-\rho-\varepsilon s=0$ gives

$$ (\varepsilon-\chi J)\,\delta s=\sigma-\rho-\varepsilon s, $$

where $\chi$ is now the response of the atom.

With nucleus and full Hartree potential as guide, $v_0=-4/r+J\rho$, the remainder is $v_x$. In the table, distance² is $\|w_\varepsilon-w_*\|^2$, and a level error is the level in $v_0+w_\varepsilon$ minus the Kohn-Sham level. All entries except $\varepsilon$ are in eV; a squared Coulomb norm is an energy.

| $\varepsilon$ | $\Vert w_\varepsilon\Vert^2$ | distance² | 1s error | 2s error |
|---|---|---|---|---|
| $1$ | 2.25 | 14.46 | 24.24 | 3.44 |
| $10^{-2}$ | 22.30 | 0.76 | 2.92 | 0.99 |
| $10^{-4}$ | 25.56 | 0.03 | 0.26 | 0.23 |

The limit has $\|w_*\|^2=25.72$ eV. At $\varepsilon=10^{-4}$, bound (8) allows a squared distance of $25.72-25.56=0.16$ eV; the actual value is 0.033 eV. The relative error in norm is $\sqrt{0.033/25.72}=3.6\%$.

At 1.02 Å the recovered potential is $-6.59$ eV against $v_x=-6.81$ eV; at 4.19 Å it is $-0.26$ against $-0.48$ eV. Both differences are about 0.22 eV, close to the 2s error. Much of the remaining error is thus a nearly uniform shift. Nearer the nucleus, at 0.023 Å, the difference is larger: $-77.28$ against $-77.76$ eV.

With the Fermi-Amaldi guide the remainder is $v_x+J\rho/4$, which has a $1/r$ tail. This local exchange potential does not supply the compensating $-1/r$ tail. The same quantities become:

| $\varepsilon$ | $\Vert w_\varepsilon\Vert^2$ | distance² | 1s error | 2s error |
|---|---|---|---|---|
| $1$ | 0.19 | 5.89 | $-1.73$ | $-4.48$ |
| $10^{-2}$ | 4.49 | 2.07 | $-3.44$ | $-3.25$ |
| $10^{-4}$ | 5.86 | 1.41 | $-2.59$ | $-2.58$ |

Here $\|w_*\|^2=7.48$ eV, so the last relative error in norm is still $\sqrt{1.41/7.48}=43\%$. The two levels are shifted almost equally, by $-2.59$ eV, so their spacing is good although their positions are not. The final shift in this ball should be $-1/R=-0.907$ eV. The grid gives $-0.918$ eV, because it represents $\|1\|^2$ about 1% too small. The same error makes $\|w_*\|^2$ and the squared distances in this table about 0.01 eV too small.

The larger shift at small but finite $\varepsilon$ has a simple reading. The source of $w_\varepsilon$ has no net charge. Recovery stops where the density becomes too low, and the compensating charge sits there instead of at $R$. Further out $w_\varepsilon$ is close to zero, while the true remainder still has its slowly falling tail. Inside, the recovered potential therefore lies below the remainder by roughly the value the remainder has at the compensating charge. As $\varepsilon$ decreases below $10^{-2}$, this charge moves outwards and the shift slowly approaches $-1/R$.

Finally, remove the nucleus from the guide by setting $v_0=0$, and restrict the density matrices to s orbitals, which keeps the functional convex. From $\varepsilon=1$ to $10^{-4}$ in factors of ten, $\|w_\varepsilon\|^2$ is 126, 1317, 3664, 7375 and 13933 eV. It keeps growing over this range, as the divergent norm of $-4/r$ requires. A finite grid would eventually stop the growth, since it cannot resolve the singularity completely.
